\section*{A donor-order-independent Delta/Lambda label with an exact safety radius}

\section{The result}

Let one chelate ligand bind through donors at $\mathbf a_1,\mathbf a_2$ and another through donors at $\mathbf b_1,\mathbf b_2$. Define the chords and the vector joining their midpoints,
\begin{equation}
\mathbf u=\mathbf a_2-\mathbf a_1,\qquad
\mathbf v=\mathbf b_2-\mathbf b_1,\qquad
\mathbf w=\tfrac12(\mathbf b_1+\mathbf b_2-\mathbf a_1-\mathbf a_2),
\end{equation}
and the three scalars
\begin{equation}
T=(\mathbf u\times\mathbf v)\cdot\mathbf w,\qquad
D=\mathbf u\cdot\mathbf v,\qquad \chi=TD .
\end{equation}
The pair is $\Delta$ if $\chi<0$ and $\Lambda$ if $\chi>0$. The order in which the donors or the ligands are listed has no effect. If $\chi=0$, the pair has no label.

Write $U=|\mathbf u|$ and $V=|\mathbf v|$. If each donor position is uncertain by at most $\delta$, the label is safe when $\delta<\rho$, where
\begin{equation}
\rho=\min(\delta_T,\delta_D),\quad
\delta_T=\frac{|T|}{2\max_k|\mathbf C_k|},\quad
\delta_D=\frac{|D|}{2\sqrt{U^2+V^2+2|\mathbf u\times\mathbf v|}} .
\label{eq:radius}
\end{equation}
The seven vectors $\mathbf C_k$ are cross products of donor separations, defined below. If all donors coincide or are collinear, a denominator may vanish, and the radius is set to zero.

\section{Why the triple product is not enough}

The obvious chirality measure is $T$, because a reflection reverses it. It does not depend on where the two lines are joined: replacing $\mathbf w$ by $\mathbf w+\lambda\mathbf u+\mu\mathbf v$ adds nothing, since $\mathbf u\times\mathbf v$ is perpendicular to both chords.

Its sign does depend on bookkeeping. Exchanging $\mathbf a_1$ and $\mathbf a_2$ sends $\mathbf u\to-\mathbf u$ and leaves $\mathbf w$ alone, so $T\to-T$ although no atom has moved. The dot product has the same defect, $D\to-D$, and the product cures both:
\begin{equation}
\chi\to(-T)(-D)=\chi .
\end{equation}
Reversing the second chord works in the same way. Exchanging the ligands gives $\mathbf u\times\mathbf v\to-\mathbf u\times\mathbf v$ and $\mathbf w\to-\mathbf w$, so $T$ and $D$ are both unchanged. These operations generate all eight listings that keep each ligand's donors together; $T$ alone changes sign in four of them. A reflection reverses $T$ and preserves $D$, so $\chi$ still distinguishes mirror images.

To fix the sign, use the skew-line convention: one line is the axis of a helix, and the other is tangent to that helix at the foot of their common normal. A right-handed helix is $\Delta$. Put the axis along $\hat{\mathbf z}$ and the foot at $r\hat{\mathbf x}$, with $r>0$. A right-handed tangent rises as it turns counterclockwise, so it is parallel to $\hat{\mathbf y}+c\hat{\mathbf z}$ with $c>0$. Apart from positive chord lengths,
\begin{align}
T&=\bigl[\hat{\mathbf z}\times(\hat{\mathbf y}+c\hat{\mathbf z})\bigr]\cdot r\hat{\mathbf x}
=(-\hat{\mathbf x})\cdot r\hat{\mathbf x}=-r,\\
D&=\hat{\mathbf z}\cdot(\hat{\mathbf y}+c\hat{\mathbf z})=c .
\end{align}
Thus $\chi<0$ for $\Delta$. Rotational and order invariance extend this result to every orientation and listing. As an independent test, 1000 random pairs were labelled by following the azimuth along one line about the other; all agreed with the sign of $\chi$.

\section{Why a small product is not a degeneracy test}

Let $d$ be the distance between the lines and $\omega$ their acute angle. The component of $\mathbf w$ along the common normal has magnitude $d$, so
\begin{equation}
|T|=UVd\sin\omega,\qquad |D|=UV\cos\omega,\qquad
\frac{|\chi|}{U^2V^2}=\frac d2\sin2\omega .
\label{eq:size}
\end{equation}
The label disappears when the lines meet ($d=0$), are parallel ($\omega=0$), or are orthogonal ($\omega=90^\circ$). At $90^\circ$ the tangent neither rises nor falls as it turns.

A fixed threshold on $|\chi|$ is unsound because $\chi$ has the dimension of length to the fifth power. Going from nanometres to \aa ngstr\"oms multiplies its numerical value by $10^5$. The normalised quantity in \eqref{eq:size} is better, but it forgets the chord lengths: the same coordinate error turns a short chord through a larger angle than a long one. The useful question is how far the donors must move before $T$ or $D$ can vanish.

\subsection{Distance to coplanarity}

The volume of the donor tetrahedron is $|T|/6$. To see this, replace $\mathbf w$ by $\mathbf b_1-\mathbf a_1$, which is allowed because the connector is arbitrary. Since $\mathbf v=(\mathbf b_2-\mathbf a_1)-(\mathbf b_1-\mathbf a_1)$, $T$ becomes, up to sign, the determinant of the three edges leaving $\mathbf a_1$. Hence $T=0$ means that the four donors are coplanar.

Moves of at most $\delta$ can make them coplanar if and only if they fit in a slab of thickness $2\delta$. If they fit, move each perpendicularly to the midplane. Conversely, if the moved points share a plane, the original points lie within $\delta$ of it. Therefore $2\delta_T$ is the smallest width of the tetrahedron.

For a unit normal $\mathbf n$, the width is $W=\mathbf n\cdot(\mathbf p_i-\mathbf p_j)$, where $\mathbf p_i$ is a highest donor and $\mathbf p_j$ a lowest. Suppose that at most three donors touch the two slab faces. There is then at most one tie, of the form $\mathbf n\cdot\mathbf e=0$ with $\mathbf e$ the separation of the tied donors. One can turn $\mathbf n$ along a great circle that preserves this tie; any untied donor stays inside for a small turn. Along this circle
\begin{equation}
W(t)=A\cos(t-t_0),\qquad W''(t)=-W(t)<0 ,
\end{equation}
so the starting direction cannot be a minimum. At the minimum all four donors must touch the slab faces, either three against one or two against two.

The first case gives four normals $\mathbf C_k=\mathbf e\times\mathbf f$, with $\mathbf e,\mathbf f$ two edges of a triangular face. The second gives three, with $\mathbf e,\mathbf f$ opposite edges. In each case the width is the projection of a connecting edge on the normal,
\begin{equation}
W_k=\frac{|(\mathbf e\times\mathbf f)\cdot\mathbf g|}{|\mathbf e\times\mathbf f|}
=\frac{|T|}{|\mathbf C_k|},
\end{equation}
because the numerator is again six times the volume. The least width has the largest denominator, which proves the formula for $\delta_T$. If $T=0$ already, $\delta_T=0$. A direct search over slab directions for five random tetrahedra reproduced the width to a relative error of $10^{-8}$.

\subsection{Distance to orthogonality}

When each donor moves by at most $\delta$, a chord vector changes by at most $\varepsilon=2\delta$. Every such change $\mathbf p$ is attainable by moving its two ends by $-\mathbf p/2$ and $+\mathbf p/2$. Reverse one chord if necessary so that $D>0$; the angle between the vectors is then $\omega$.

For $\varepsilon<U,V$, the chords can turn by at most $\alpha$ and $\beta$, where $\sin\alpha=\varepsilon/U$ and $\sin\beta=\varepsilon/V$. Turning them apart in their common plane is most effective. Orthogonality is first reached when
\begin{equation}
\alpha+\beta=\gamma,\qquad \gamma=90^\circ-\omega .
\end{equation}
This happens before either chord can shrink to zero, since at $\varepsilon=\min(U,V)$ one of the angles is already $90^\circ$. Substitute $\beta=\gamma-\alpha$:
\begin{align}
\frac{\varepsilon}{V}&=\sin\gamma\cos\alpha-\cos\gamma\,\frac{\varepsilon}{U},\\
\sin\gamma\cos\alpha&=\varepsilon\left(\frac1V+\frac{\cos\gamma}{U}\right).
\end{align}
Squaring and using $\cos^2\alpha=1-\varepsilon^2/U^2$ gives
\begin{equation}
\sin^2\gamma-\frac{\varepsilon^2\sin^2\gamma}{U^2}
=\varepsilon^2\left(\frac1{V^2}+\frac{2\cos\gamma}{UV}
+\frac{\cos^2\gamma}{U^2}\right).
\end{equation}
Move the second term to the right and use $\sin^2\gamma+\cos^2\gamma=1$:
\begin{equation}
\varepsilon=\frac{UV\sin\gamma}{\sqrt{U^2+V^2+2UV\cos\gamma}} .
\end{equation}
Finally $UV\sin\gamma=UV\cos\omega=|D|$ and $UV\cos\gamma=UV\sin\omega=|\mathbf u\times\mathbf v|$. Since $\delta_D=\varepsilon/2$, this is the formula in \eqref{eq:radius}. For equal chords of length $L$, $\alpha=\beta=\gamma/2$ and
\begin{equation}
\delta_D=\frac L2\sin\frac{90^\circ-\omega}{2}.
\label{eq:equal}
\end{equation}

Within a displacement limit smaller than $\rho$, neither factor can vanish. The allowed arrangements form a connected set, on which the continuous function $\chi$ therefore keeps one sign. At $\rho$ itself a degenerate arrangement is reachable, so no larger radius can be guaranteed.

\section{The resulting algorithm}

The input is four positions and a bound $\delta_0$ on the error of each, in the same length unit.
\begin{enumerate}
\item Compute $T$, $D$, the seven cross products, $\delta_T$ and $\delta_D$.
\item If $\delta_T\le\delta_0$, flag ``coplanar''; this includes parallel chords, intersecting lines and a shared donor.
\item If $\delta_D\le\delta_0$, flag ``orthogonal''. Both flags may occur.
\item If there is no flag, return $\Delta$ for $TD<0$ and $\Lambda$ for $TD>0$.
\end{enumerate}
Here $\delta_0$ is a bound, not a standard deviation. For a tris-chelate, apply the procedure to all three pairs and assign a common label only if they agree.

An undecided result does not prove that a complex is achiral. Expanding the squared distances gives
\begin{equation}
2D=|\mathbf a_1-\mathbf b_2|^2+|\mathbf a_2-\mathbf b_1|^2
-|\mathbf a_1-\mathbf b_1|^2-|\mathbf a_2-\mathbf b_2|^2 .
\end{equation}
Thus $D=0$ is one condition on the edges of the tetrahedron, and it can hold with all six edges different. Such a non-coplanar set has no mirror symmetry, yet its chords define no helix sense. Ligand backbones, which the algorithm does not see, may also be chiral.

Two chords of length 0.28 nm in parallel planes 0.14 nm apart show the flags at work, with $\delta_0=0.002$ nm. At a crossing angle of $89^\circ$, \eqref{eq:equal} gives $\delta_D=0.14\sin0.5^\circ=0.0012$ nm, and the pair is flagged. At $85^\circ$ it gives 0.0061 nm, and the pair in the chosen orientation is labelled $\Lambda$. Parallel trans chords, a shared donor and a trigonal prism all have $\delta_T=0$.

\section{When the pair label and the propeller disagree}

Consider a tris-chelate core of $D_3$ symmetry with metal--donor distance $R$, bite angle $\beta_{\mathrm b}$ and signed twist $\theta$. Each chord rises from height $-h$ to $+h$ while its azimuth about the threefold axis increases by $\theta$; positive $\theta$ is a right-handed propeller. The donors lie at radius $r$ from this axis. With
\begin{equation}
s=2h,\quad t=2r\sin\frac\theta2,\quad q=r\cos\frac\theta2,
\end{equation}
two neighbouring chords and their connector are
\begin{equation}
\mathbf u=t\hat{\boldsymbol\phi}_0+s\hat{\mathbf z},\quad
\mathbf v=t\hat{\boldsymbol\phi}_1+s\hat{\mathbf z},\quad
\mathbf w=q(\hat{\mathbf r}_1-\hat{\mathbf r}_0),
\end{equation}
where the two sets of polar unit vectors differ by $120^\circ$. Using $\hat{\boldsymbol\phi}\times\hat{\mathbf z}=\hat{\mathbf r}$,
\begin{align}
\mathbf u\times\mathbf v&=t^2\sin120^\circ\,\hat{\mathbf z}
+ts(\hat{\mathbf r}_0-\hat{\mathbf r}_1),\\
T&=-qts|\hat{\mathbf r}_1-\hat{\mathbf r}_0|^2=-3qts,\\
D&=s^2+t^2\cos120^\circ=s^2-\tfrac12t^2 .
\end{align}
For $s>0$, $T$ has the sign of $-\theta$. The pair label therefore agrees with the propeller sense if $s^2>t^2/2$ and opposes it if $s^2<t^2/2$. The two conventions use different helix axes, a chord for the pair and the threefold axis for the propeller, so their senses need not match.

The squared chord length is $s^2+t^2=4R^2\sin^2(\beta_{\mathrm b}/2)$. Inserting $s^2=4(R^2-r^2)$ and $t^2=4r^2\sin^2(\theta/2)$ gives $r\cos(\theta/2)=Rc$, with $c=\cos(\beta_{\mathrm b}/2)$. Let $y=\cos^2(\theta/2)$, so $r^2=R^2c^2/y$. The boundary $s^2=t^2/2$ becomes
\begin{equation}
2\left(1-\frac{c^2}{y}\right)=\frac{c^2}{y}(1-y)
\quad\Longrightarrow\quad y=\frac{3c^2}{2+c^2}.
\end{equation}
For a regular octahedron, $\beta_{\mathrm b}=90^\circ$ and $\theta=60^\circ$. Then $L=\sqrt2R$ and $D=R^2$, so $\omega=60^\circ$, and the two labels agree.

\section{A chromium precursor core}

Take the six oxygen donors of tris(acetylacetonato)chromium(III), with rough values $R=0.195$ nm, $\beta_{\mathrm b}=91^\circ$ and $\theta=60^\circ$. These give $r=0.15782$ nm, $h=0.11453$ nm and $q=0.13668$ nm. Extra digits are kept to make the arithmetic traceable. Since $\sin30^\circ=1/2$, $t=r$, and $s=0.22906$ nm. Thus
\begin{align}
T&=-3(0.13668)(0.15782)(0.22906)=-0.01482\ \mathrm{nm^3},\\
D&=(0.22906)^2-\tfrac12(0.15782)^2=0.0400\ \mathrm{nm^2}.
\end{align}
Their product is $-5.9\times10^{-4}\ \mathrm{nm^5}$, so the pair is $\Delta$. The chords are 0.278 nm long, their lines are 0.224 nm apart, and $\omega=58.9^\circ$.

The largest of the seven cross products is $0.10845\ \mathrm{nm^2}$, and $|\mathbf u\times\mathbf v|=0.06623\ \mathrm{nm^2}$. Hence
\begin{align}
\delta_T&=\frac{0.01482}{2(0.10845)}=0.068\ \mathrm{nm},\\
\delta_D&=\frac{0.0400}{2\sqrt{2(0.27817)^2+2(0.06623)}}=0.037\ \mathrm{nm}.
\end{align}
The label is most vulnerable to the chords becoming orthogonal. Its radius, 0.037 nm, is far above the assumed coordinate uncertainty of 0.002 nm.

With $R$ and the bite held fixed, the twist changes the result as follows.
\begin{center}
\begin{tabular}{cccc}
$\theta$ & $D$ (nm$^2$) & $\rho$ (nm) & label\\
$20^\circ$ & $0.074$ & $0.021$ & $\Delta$\\
$40^\circ$ & $0.063$ & $0.043$ & $\Delta$\\
$60^\circ$ & $0.040$ & $0.037$ & $\Delta$\\
$75^\circ$ & $0.011$ & $0.010$ & $\Delta$\\
$85^\circ$ & $-0.017$ & $0.015$ & $\Lambda$
\end{tabular}
\end{center}
The propeller is right-handed throughout, but the pair label reverses at $79.4^\circ$, where $D=0$. This reversal is a geometric limit, not a shape this complex adopts: the shortest distance between oxygens of different ligands falls from 0.273 nm at $60^\circ$ to 0.225 nm at $75^\circ$, 0.203 nm at the reversal and 0.165 nm at $85^\circ$. A simple donor--donor repulsion model ($1/r$ or $1/r^6$) prefers a twist of $61^\circ$ at this bite, and for bites sampled from $55^\circ$ to $100^\circ$ its preferred twist lies at least $15^\circ$ below the reversal. The radius also tends to zero at zero twist, where the chords are parallel and $T=0$. It must therefore have a maximum between these two limits; it is about 0.053 nm, near $\theta=48^\circ$.

\section{What heating does to the label}

The bond length and bite are rough typical values for this volatile precursor, and the twist is rounded to the octahedral value. A real molecule need not have perfect $D_3$ symmetry; the table shows how far a change of twist alone moves the radius. Two further omissions, considered here at a rough sublimation temperature of 450 K, are thermal motion and racemisation.

For thermal motion, treat each oxygen as an independent, isotropic quantum oscillator of mass 16 u at a rough $150\ \mathrm{cm^{-1}}$. The rms displacement is $\sigma=0.017$ nm along each axis, or 0.030 nm in all. Using one soft frequency in every direction exaggerates the motion along the stiffer Cr--O bonds, so the probabilities below illustrate the model and are not predictions for the molecule. In 59\% of four million sampled snapshots at least one of the four donors lay beyond $\rho$, yet only 28 snapshots had the wrong label. All 28 came from $D$ changing sign; integration gives a probability of $8\times10^{-6}$ for that event.

These numbers are compatible because $\rho$ describes the most damaging coordinated move. To first order, random motion changes $D$ with standard deviation
\begin{equation}
\sigma\sqrt{2(U^2+V^2)}=2\sigma L=0.0096\ \mathrm{nm^2},
\end{equation}
about one quarter of $D$. A sign change is thus a fluctuation of roughly four standard deviations; the Gaussian tail at this level, $1.6\times10^{-5}$, is within a factor of two of the integrated value. The probability depends steeply on the assumed frequency: it is $2\times10^{-3}$ at $100\ \mathrm{cm^{-1}}$ and $6\times10^{-9}$ at $200\ \mathrm{cm^{-1}}$. Correlated ligand motion, left out here, could change this tail probability considerably.

For racemisation, let $k$ be the rate at which either enantiomer turns into the other. The populations obey $\dot N_\Delta=-kN_\Delta+kN_\Lambda$ and $\dot N_\Lambda=kN_\Delta-kN_\Lambda$. Subtraction gives a decay of their difference at rate $2k$. With a rough free-energy barrier $G^\ddagger=1.5$ eV, the Eyring estimate is
\begin{equation}
k=\frac{k_{\mathrm B}T_{\mathrm K}}{h_{\mathrm P}}
e^{-G^\ddagger/k_{\mathrm B}T_{\mathrm K}}
=1.5\times10^{-4}\ \mathrm{s^{-1}},\qquad
t_{1/2}=\frac{\ln2}{2k}=0.65\ \mathrm h ,
\end{equation}
where $T_{\mathrm K}$ is the temperature and $h_{\mathrm P}$ is Planck's constant. The barrier is an assumed value. A change of 0.1 eV alters the rate by a factor of 13, moving the half-life to about 3 minutes or about 8.5 hours, and the true uncertainty may be larger: if 1.5 eV were an Arrhenius energy accompanied by an activation entropy of $+8\ \mathrm{cal\,mol^{-1}K^{-1}}$, the free-energy barrier at 450 K would be 1.31 eV and the half-life about 15 s. A safe geometric label therefore does not ensure that a resolved precursor stays resolved while it is heated. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Donor orders proved: 8; T alone reverses in: 4
Random helix comparisons passed: 1000
Largest relative error of width search: 9.6e-09
Largest error of orthogonality search: 1.2e-12
Cr-O distance: 0.195 nm; bite: 91.0 deg; twist: 60.0 deg
Core radius r: 0.15782 nm; half-height h: 0.11453 nm
a1: 0.13668 -0.07891 -0.11453 nm
a2: 0.13668 0.07891 0.11453 nm
b1: 0.00000 0.15782 -0.11453 nm
b2: -0.13668 0.07891 0.11453 nm
u: 0.00000 0.15782 0.22906 nm
v: -0.13668 -0.07891 0.22906 nm
Chord length: 0.27817 nm; acute angle: 58.86 deg
Distance between chord lines: 0.22382 nm
T: -0.014823 nm^3; D: 0.040016 nm^2
chi: -5.9316e-04 nm^5; label: Delta
chi/(U^2 V^2): -0.09907 nm
Largest of seven cross products: 0.108453 nm^2
|u x v|: 0.066227 nm^2
delta_T: 0.06834 nm; delta_D: 0.03733 nm
Safety radius: 0.03733 nm
Twist where pair label reverses: 79.44 deg
Twist 20 deg: T=-0.00541 nm^3, D=0.07389 nm^2, radius=0.02087 nm, Delta
Twist 40 deg: T=-0.01060 nm^3, D=0.06253 nm^2, radius=0.04308 nm, Delta
Twist 60 deg: T=-0.01482 nm^3, D=0.04002 nm^2, radius=0.03733 nm, Delta
Twist 75 deg: T=-0.01571 nm^3, D=0.01138 nm^2, radius=0.01026 nm, Delta
Twist 85 deg: T=-0.01243 nm^3, D=-0.01674 nm^2, radius=0.01513 nm, Lambda
Coordinate uncertainty: 0.002 nm
Crossed test chords: length 0.28 nm, separation 0.14 nm
trans-bis, parallel chords: delta_T=0.00000 nm, delta_D=0.09899 nm, undecided: coplanar
shared donor: delta_T=0.00000 nm, delta_D=0.02679 nm, undecided: coplanar
trigonal prism: delta_T=0.00000 nm, delta_D=0.09835 nm, undecided: coplanar
crossed at 90 deg: delta_T=0.07000 nm, delta_D=0.00000 nm, undecided: orthogonal
crossed at 89 deg: delta_T=0.07000 nm, delta_D=0.00122 nm, undecided: orthogonal
crossed at 85 deg: delta_T=0.07000 nm, delta_D=0.00611 nm, Lambda
Temperature: 450 K; oscillator: 150 cm^-1; mass: 16 u
Thermal rms: 0.01728 nm per axis; 0.02993 nm total
Snapshots: 4000000; some donor beyond radius: 0.5855
Wrong signs: D 28, T 0, label 28 snapshots
Probability of wrong D sign, by integration: 8.42e-06
Barrier: 1.50 eV; inversion rate: 1.49e-04 s^-1
Half-life of enantiomeric excess: 0.65 h
Rate factor for 0.1 eV barrier error: 13.2
\end{verbatim}
